# Spin-Symmetry Breaking in Unrestricted Hartree–Fock for the Hubbard Dimer: verification in Python

```python
"""Unrestricted Hartree-Fock (UHF) for the half-filled Hubbard dimer.

H = -t sum_s (c1s^+ c2s + h.c.) + U sum_i n_i,up n_i,down, two electrons.
Result under test, for U >= 2t:
    site moment m = sqrt(1 - 4 t^2/U^2), Fock level gap = U, E = -2 t^2/U;
for U <= 2t: m = 0, gap = 2t, E = -2t + U/2.
t: hopping, U: on-site repulsion, m = |n_1,up - n_1,down|.
Energies are in hartree. Reference values come from the full Fock space
of four spin orbitals and from a self-consistent iteration.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
T = 0.1
U_EXAMPLE = 0.5

# Fermion operators; mode order: site 1 up, site 2 up, site 1 down, site 2 down
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else (lower if k == mode else np.eye(2))
        result = np.kron(result, factor)
    return result


C = [annihilator(k) for k in range(4)]
CD = [c.T for c in C]
N = [CD[k] @ C[k] for k in range(4)]
HOP = sum(CD[i] @ C[j] for i, j in [(0, 1), (1, 0), (2, 3), (3, 2)])
DOUBLE = N[0] @ N[2] + N[1] @ N[3]
MOMENT = N[0] - N[2]
SZ = 0.5 * (N[0] + N[1] - N[2] - N[3])
S_PLUS = CD[0] @ C[2] + CD[1] @ C[3]
S2 = S_PLUS.T @ S_PLUS + SZ @ SZ + SZ
ELECTRONS = np.rint(np.diag(sum(N))).astype(int)
VACUUM = np.zeros(16)
VACUUM[0] = 1.0


def hamiltonian(u):
    return -T * HOP + u * DOUBLE


def mean(operator, state):
    return np.vdot(state, operator @ state).real / np.vdot(state, state).real


def determinant(up, down):
    create_up = up[0] * CD[0] + up[1] * CD[1]
    create_down = down[0] * CD[2] + down[1] * CD[3]
    return create_up @ (create_down @ VACUUM)


def angle_state(angles):
    a, b, phase_up, phase_down = angles
    up = [np.cos(a / 2), np.exp(1j * phase_up) * np.sin(a / 2)]
    down = [np.cos(b / 2), np.exp(1j * phase_down) * np.sin(b / 2)]
    return determinant(up, down)


def scf(u):
    """Iterate the UHF equations from a start without charge balance."""
    n_up, n_down = np.array([0.8, 0.2]), np.array([0.3, 0.7])
    for _ in range(500):
        fock_up = np.array([[u * n_down[0], -T], [-T, u * n_down[1]]])
        fock_down = np.array([[u * n_up[0], -T], [-T, u * n_up[1]]])
        levels_up, orb_up = np.linalg.eigh(fock_up)
        levels_down, orb_down = np.linalg.eigh(fock_down)
        new_up, new_down = orb_up[:, 0] ** 2, orb_down[:, 0] ** 2
        change = max(abs(new_up - n_up).max(), abs(new_down - n_down).max())
        n_up, n_down = new_up, new_down
        if change < 1e-14:
            break
    assert change < 1e-11
    return levels_up, levels_down, orb_up, orb_down


def exact_energy(u, electrons):
    index = np.flatnonzero(ELECTRONS == electrons)
    return np.linalg.eigvalsh(hamiltonian(u)[np.ix_(index, index)])[0]


def formulas(u):
    if u <= 2 * T:
        return 0.0, 2 * T, -2 * T + u / 2
    return np.sqrt(1 - 4 * T**2 / u**2), u, -2 * T**2 / u


# Energy surface for arbitrary orbitals against many-body expectation values
rng = np.random.default_rng(7)
for _ in range(20):
    a, b = rng.uniform(0, np.pi, 2)
    f, g = rng.uniform(0, 2 * np.pi, 2)
    u = rng.uniform(0.05, 1.0)
    surface = (-T * (np.sin(a) * np.cos(f) + np.sin(b) * np.cos(g))
               + u / 2 * (1 + np.cos(a) * np.cos(b)))
    assert abs(surface - mean(hamiltonian(u), angle_state([a, b, f, g]))) < 1e-12
    x, y = np.sin((a + b) / 2), np.cos((a - b) / 2)
    reduced = -2 * T * x * y + u / 2 * (1 + y**2 - x**2)
    real_state = angle_state([a, b, 0, 0])
    assert abs(reduced - mean(hamiltonian(u), real_state)) < 1e-12
    assert abs(mean(S2, real_state) - (1 - y**2)) < 1e-12

# Free minimisation and self-consistency on both sides of the onset
table = []
for ratio in [1.0, 1.6, 2.4, 3.0, 5.0, 10.0]:
    u = ratio * T
    h = hamiltonian(u)
    moment_formula, gap_formula, energy_formula = formulas(u)
    runs = [minimize(lambda p: mean(h, angle_state(p)),
                     rng.uniform(0.2, 2.9, 4), method="BFGS",
                     options={"gtol": 1e-7}) for _ in range(6)]
    best = min(runs, key=lambda run: run.fun)
    assert abs(best.fun - energy_formula) < 1e-8
    assert abs(abs(mean(MOMENT, angle_state(best.x))) - moment_formula) < 1e-4
    e_up, e_down, o_up, o_down = scf(u)
    state = determinant(o_up[:, 0], o_down[:, 0])
    energy, moment = mean(h, state), abs(mean(MOMENT, state))
    assert abs(energy - energy_formula) < 1e-10
    assert abs(moment - moment_formula) < 1e-9
    for levels in (e_up, e_down):
        assert abs(levels[1] - levels[0] - gap_formula) < 1e-9
    # Fock levels as frozen-orbital removal and addition energies
    removed = (o_up[0, 0] * C[0] + o_up[1, 0] * C[1]) @ state
    added = (o_up[0, 1] * CD[0] + o_up[1, 1] * CD[1]) @ state
    assert abs(energy - mean(h, removed) - e_up[0]) < 1e-9
    assert abs(mean(h, added) - energy - e_up[1]) < 1e-9
    table.append((ratio, moment, e_up[1] - e_up[0], energy))


# Onset from the curvature of the energy under a staggered orbital rotation
def staggered_energy(u, delta):
    angles = [np.pi / 2 - delta, np.pi / 2 + delta, 0, 0]
    return mean(hamiltonian(u), angle_state(angles))


def curvature(u, step=1e-3):
    return (staggered_energy(u, step) - 2 * staggered_energy(u, 0)
            + staggered_energy(u, -step)) / step**2


onset = brentq(curvature, T, 4 * T)
assert abs(onset - 2 * T) < 1e-6
small_moment = 0.05
quartic = (staggered_energy(2 * T, np.arcsin(small_moment))
           - staggered_energy(2 * T, 0)) / small_moment**4
assert abs(quartic / (T / 4) - 1) < 0.01
u_test = 3 * T
quadratic = (staggered_energy(u_test, np.arcsin(small_moment))
             - staggered_energy(u_test, 0)) / small_moment**2
assert abs(quadratic / (T - u_test / 2) - 1) < 0.01


def spin_analysis(u):
    """UHF, singlet-projected and exact energies, with the UHF state."""
    h = hamiltonian(u)
    e_up, e_down, o_up, o_down = scf(u)
    state = determinant(o_up[:, 0], o_down[:, 0])
    singlet = state - 0.5 * S2 @ state
    triplet = 0.5 * S2 @ state
    weight = np.vdot(triplet, triplet).real
    assert abs(mean(h, triplet)) < 1e-10
    projected = mean(h, singlet)
    assert abs(projected + 4 * T**2 * u / (u**2 + 4 * T**2)) < 1e-10
    assert abs(weight - mean(MOMENT, state) ** 2 / 2) < 1e-10
    exact = exact_energy(u, 2)
    assert abs(exact - (u / 2 - np.sqrt(u**2 / 4 + 4 * T**2))) < 1e-11
    return mean(h, state), projected, exact, weight, state


# Worked example
U = U_EXAMPLE
e_uhf, e_projected, e_exact, triplet_weight, state = spin_analysis(U)
levels_up, levels_down, orb_up, orb_down = scf(U)
overlap = abs(orb_up[:, 0] @ orb_down[:, 0])
assert abs(overlap - 2 * T / U) < 1e-9
moment = abs(mean(MOMENT, state))
hopping_energy = mean(-T * HOP, state)
repulsion_energy = mean(U * DOUBLE, state)
level_sum = levels_up[0] + levels_down[0]
assert abs(level_sum - repulsion_energy - e_uhf) < 1e-10
assert abs(repulsion_energy - U * (1 - moment**2) / 2) < 1e-10
e_symmetric = staggered_energy(U, 0)
assert abs(e_symmetric - e_uhf - (U - 2 * T) ** 2 / (2 * U)) < 1e-10
parallel = CD[0] @ CD[1] @ VACUUM
e_parallel = mean(hamiltonian(U), parallel)
assert abs(e_parallel) < 1e-12 and e_parallel > e_uhf

pair = np.flatnonzero(ELECTRONS == 2)
vectors = np.linalg.eigh(hamiltonian(U)[np.ix_(pair, pair)])[1]
exact_state = np.zeros(16)
exact_state[pair] = vectors[:, 0]
exact_moment = abs(mean(MOMENT, exact_state))
exact_s2 = abs(mean(S2, exact_state))
assert exact_moment < 1e-10 and exact_s2 < 1e-10
exact_gap = exact_energy(U, 3) + exact_energy(U, 1) - 2 * e_exact
assert abs(exact_gap - (np.sqrt(U**2 + 16 * T**2) - 2 * T)) < 1e-11

# Strong coupling: UHF keeps half of the exact energy, projection restores it
strong_uhf, strong_projected, strong_exact, strong_weight, _ = spin_analysis(50 * T)
assert abs(strong_uhf / strong_exact - 0.5) < 2e-3
assert abs(strong_projected / strong_exact - 1) < 1e-3
assert abs(strong_exact / (-4 * T**2 / (50 * T)) - 1) < 5e-3

print(f"hopping t = {T:.4f} hartree")
print(f"repulsion U = {U:.4f} hartree")
print(f"ratio U/t = {U / T:.2f}")
print(f"onset of broken symmetry, U = {onset:.5f} hartree")
print(f"onset ratio U/t = {onset / T:.4f}")
print("UHF solution of the example:")
print(f"overlap of up and down orbitals = {overlap:.4f}")
print(f"site moment n_up - n_down = {moment:.4f}")
print(f"occupied level = {abs(levels_up[0]):.4f} hartree (magnitude)")
print(f"empty level = {levels_up[1]:.4f} hartree")
gap = levels_up[1] - levels_up[0]
print(f"level gap = {gap:.4f} hartree = {gap * HARTREE_EV:.3f} eV")
print(f"hopping energy = {hopping_energy:.4f} hartree")
print(f"repulsion energy = {repulsion_energy:.4f} hartree")
print(f"UHF energy = {e_uhf:.4f} hartree = {e_uhf * HARTREE_EV:.3f} eV")
print(f"symmetric HF energy = {e_symmetric:.4f} hartree")
print(f"energy gain by breaking = {e_symmetric - e_uhf:.4f} hartree")
print(f"<S^2> of UHF state = {mean(S2, state):.4f}")
print(f"triplet weight = {triplet_weight:.4f}")
print("Comparison with the exact solution:")
print(f"singlet-projected energy = {e_projected:.5f} hartree")
print(f"exact energy = {e_exact:.5f} hartree = {e_exact * HARTREE_EV:.3f} eV")
print(f"exact site moment = {exact_moment:.4f}")
print(f"exact fundamental gap = {exact_gap:.4f} hartree")
print("U/t, moment, gap (hartree), UHF energy (hartree):")
for ratio, m_row, gap_row, e_row in table:
    print(f"{ratio:5.1f}  {m_row:.4f}  {gap_row:.4f}  {e_row:.5f}")
print("Strong coupling, U/t = 50:")
print(f"UHF energy / exact energy = {strong_uhf / strong_exact:.4f}")
print(f"projected / exact energy = {strong_projected / strong_exact:.5f}")
print(f"triplet weight = {strong_weight:.4f}")
print("success")
```

Printed output:

```
hopping t = 0.1000 hartree
repulsion U = 0.5000 hartree
ratio U/t = 5.00
onset of broken symmetry, U = 0.20000 hartree
onset ratio U/t = 2.0000
UHF solution of the example:
overlap of up and down orbitals = 0.4000
site moment n_up - n_down = 0.9165
occupied level = 0.0000 hartree (magnitude)
empty level = 0.5000 hartree
level gap = 0.5000 hartree = 13.606 eV
hopping energy = -0.0800 hartree
repulsion energy = 0.0400 hartree
UHF energy = -0.0400 hartree = -1.088 eV
symmetric HF energy = 0.0500 hartree
energy gain by breaking = 0.0900 hartree
<S^2> of UHF state = 0.8400
triplet weight = 0.4200
Comparison with the exact solution:
singlet-projected energy = -0.06897 hartree
exact energy = -0.07016 hartree = -1.909 eV
exact site moment = 0.0000
exact fundamental gap = 0.4403 hartree
U/t, moment, gap (hartree), UHF energy (hartree):
  1.0  0.0000  0.2000  -0.15000
  1.6  0.0000  0.2000  -0.12000
  2.4  0.5528  0.2400  -0.08333
  3.0  0.7454  0.3000  -0.06667
  5.0  0.9165  0.5000  -0.04000
 10.0  0.9798  1.0000  -0.02000
Strong coupling, U/t = 50:
UHF energy / exact energy = 0.5008
projected / exact energy = 1.00000
triplet weight = 0.4992
success
```
